# Shallow one-dimensional bands bound to an edge dislocation

A straight edge dislocation runs along $z$ in an elastically isotropic crystal. Its Burgers vector has length $b$ and points along $x$; the extra half-plane occupies $y>0$. Polar coordinates are $x=r\cos\theta$, $y=r\sin\theta$, and $\nu$ is Poisson's ratio. An electron of isotropic effective mass $m$ moves near the conduction-band edge, which shifts by $V=a\Delta$, where $\Delta=\nabla\cdot\mathbf u$ is the dilatation and $a>0$ the deformation potential. Energies are measured from the unstrained edge. Linear elasticity and the effective-mass equation are used down to $r=0$; part (g) tests the effect of the core, and part (h) adds the anisotropic masses and linear strain response of silicon's valleys.

## (a) The potential

**Question.** The displacement proposed for the dislocation is

$$u_x=\frac{b}{2\pi}\left[\theta+\frac{\sin2\theta}{4(1-\nu)}\right],\qquad
u_y=-\frac{b}{2\pi}\left[\frac{1-2\nu}{2(1-\nu)}\ln r+\frac{\cos2\theta}{4(1-\nu)}\right].$$

Show that it describes the dislocation, and find $V$.

**Solution.** On one turn about the line $\theta$ grows by $2\pi$ and all other terms return to their values, so $\mathbf u$ changes by $(b,0)$, as required.

For the divergence we need $\partial_x\theta=-\sin\theta/r$, $\partial_y\theta=\cos\theta/r$ and $\partial_y\ln r=\sin\theta/r$. Then

$$\Delta=\frac{b}{2\pi r}\left[-\sin\theta-\frac{(1-2\nu)\sin\theta}{2(1-\nu)}+\frac{\sin2\theta\cos\theta-\cos2\theta\sin\theta}{2(1-\nu)}\right].$$

The last numerator is $\sin\theta$. The bracket is therefore $\sin\theta\,[-1+\nu/(1-\nu)]$, and

$$\Delta=-\frac{b(1-2\nu)}{2\pi(1-\nu)}\frac{\sin\theta}{r}.$$

Equilibrium without body force requires $(1-2\nu)\nabla^2\mathbf u+\nabla\Delta=0$. Both $\theta$ and $\ln r$ are harmonic, while $\nabla^2\sin2\theta=-4\sin2\theta/r^2$, and likewise for the cosine. Hence

$$\nabla^2\mathbf u=\frac{b}{2\pi(1-\nu)r^2}(-\sin2\theta,\;\cos2\theta),\qquad
\nabla\frac{y}{r^2}=\frac{1}{r^2}(-\sin2\theta,\;\cos2\theta).$$

Since $\Delta$ carries the factor $-b(1-2\nu)/[2\pi(1-\nu)]$, the two terms cancel.

The line must also carry no net force. The $x$ force on a circle vanishes by reflection symmetry. The $y$ force is $2\mu\oint[\varepsilon_{xy}\cos\theta+\varepsilon_{yy}\sin\theta+\frac{\nu}{1-2\nu}\Delta\sin\theta]\,r\,d\theta$, with $\mu$ the shear modulus. Differentiating $\mathbf u$ gives

$$\varepsilon_{xy}=\frac{b(\cos\theta+\cos3\theta)}{8\pi(1-\nu)r},\qquad
\varepsilon_{yy}=-\frac{b[(1-2\nu)\sin\theta-\sin2\theta\cos\theta]}{4\pi(1-\nu)r}.$$

The three integrals are $b/[8(1-\nu)]$ times $1$, $-(1-4\nu)$ and $-4\nu$. Their sum is zero.

The potential is thus

$$V=-p\,\frac{\sin\theta}{r},\qquad p=\frac{ab(1-2\nu)}{2\pi(1-\nu)}.$$

For $a>0$ it attracts electrons to the compressed side, $y>0$. Reversing the sign of $a$ exchanges the two sides and leaves the spectrum unchanged.

## (b) Bands and natural units

**Question.** Separate the motion along the line, remove all parameters from the transverse equation, and bound its spectrum from below.

**Solution.** $V$ does not depend on $z$, so $\psi=e^{ikz}\varphi(x,y)$ and

$$E_n(k)=E_n+\frac{\hbar^2k^2}{2m},\qquad
\left[-\frac{\hbar^2}{2m}\nabla_\perp^2-\frac{p\sin\theta}{r}\right]\varphi=E_n\varphi.$$

Each transverse bound state carries one parabolic band. Measure lengths in $\ell=\hbar^2/(2mp)$. The kinetic prefactor becomes $\hbar^2/(2m\ell^2)=2mp^2/\hbar^2$, and the potential prefactor $p/\ell$ has the same value. With this energy unit $E_u=2mp^2/\hbar^2$ and $E_n=-\epsilon_nE_u$,

$$\left[-\nabla^2-\frac{\sin\theta}{r}\right]\varphi=-\epsilon\varphi ,$$

where $r$ is now in units of $\ell$. The $\epsilon_n$ are pure numbers, so binding energies grow as $mp^2$ and orbits shrink as $1/(mp)$.

For a lower bound, note that $-\sin\theta/r\ge-1/r$. The function $e^{-r}$ satisfies $-\nabla^2e^{-r}=(-1+1/r)e^{-r}$, so it is an eigenfunction of $-\nabla^2-1/r$ with energy $-1$. It has no node and is therefore the ground state. Hence $\epsilon_0\le1$: the $1/r$ singularity causes no collapse.

Scaling also fixes the energy balance. Replacing a normalized bound state by $\lambda\varphi(\lambda\mathbf r)$ changes its energy to $\lambda^2T+\lambda W$, with $T$ and $W$ the mean kinetic and potential energies. This is stationary at $\lambda=1$, so $2T+W=0$ and $T=-E$.

## (c) Is there a bound state for weak coupling?

**Question.** The angular average of $V$ is zero. Use the trial function $(1+\beta y)e^{-\alpha r}$ to decide whether binding needs a minimum strength.

**Solution.** With $\beta=0$ the potential energy averages to zero and the energy is $\alpha^2>0$. The $p$-wave part $\beta y$ lets the electron shift toward the attractive side.

Use $\int_0^\infty r^ne^{-2\alpha r}dr=n!/(2\alpha)^{n+1}$. Terms linear in $y$ vanish in the norm and in the kinetic energy. The norm is

$$\frac{2\pi}{4\alpha^2}+\beta^2\pi\frac{3!}{16\alpha^4}=\frac{\pi}{2\alpha^2}\left[1+\frac{3\beta^2}{4\alpha^2}\right].$$

The $s$ part has kinetic energy $\alpha^2\cdot\pi/(2\alpha^2)=\pi/2$. For the $p$ part, $|\nabla(ye^{-\alpha r})|^2=(1-2\alpha y^2/r+\alpha^2y^2)e^{-2\alpha r}$, whose integral is

$$\frac{\pi}{2\alpha^2}-\frac{\pi}{2\alpha^2}+\frac{3\pi}{8\alpha^2}=\frac{3\pi}{8\alpha^2}.$$

In the potential energy only the cross term survives:

$$-2\beta\int\frac{y^2}{r^2}e^{-2\alpha r}d^2r=-2\beta\pi\frac{1}{4\alpha^2}=-\frac{\pi\beta}{2\alpha^2}.$$

Dividing the total by the norm gives

$$E(\alpha,\beta)=\frac{\alpha^2+\tfrac34\beta^2-\beta}{1+3\beta^2/(4\alpha^2)}.$$

Set $\beta=2\alpha u/\sqrt3$. Then

$$E=\alpha^2-\frac{2\alpha}{\sqrt3}\frac{u}{1+u^2}.$$

The fraction $u/(1+u^2)$ is largest, $1/2$, at $u=1$. The remaining function $\alpha^2-\alpha/\sqrt3$ has its minimum at $\alpha=1/(2\sqrt3)$, where $\beta=1/3$ and $E=-1/12$.

Therefore $1/12\le\epsilon_0\le1$. In this model any $p\ne0$ binds, with an energy of second order in $p$.

## (d) How many bands?

**Question.** Place trial states in discs on the attractive side and count the bound states.

**Solution.** Take a disc of radius $d/2$ centred at $(0,d)$. On it use $J_0(2j\rho/d)$, where $\rho$ is the distance from the disc's centre and $j$ the first zero of $J_0$. This function vanishes at the rim and has kinetic energy $(2j/d)^2$.

The function $y/r^2$ is harmonic away from the origin, so its mean over every circle around the disc's centre equals its value there, $1/d$. The trial density is constant on such circles, and

$$E_{\rm disc}=\frac{4j^2}{d^2}-\frac1d .$$

This is negative for $d>4j^2=23.13$. At $d=60$, for instance, it is $0.00643-0.01667=-0.01024$.

Now choose discs at $d,4d,16d,\dots$. The first spans $d/2<y<3d/2$ and the second $2d<y<6d$, so none overlap. Between functions on separate discs all matrix elements vanish. With $K$ discs, the min–max principle gives at least $K$ negative levels. Because $V\to0$ at infinity, the continuum starts at zero, and these levels are discrete. $K$ is arbitrary, so one isolated dislocation binds infinitely many bands. The kinetic cost falls as $1/d^2$ and the attraction only as $1/d$; a potential cut off at finite range would lose this argument.

## (e) How do the levels approach the edge?

**Question.** Find the leading law for the $N$th level, counting from $N=1$, without spin.

**Solution.** Put $\mathbf r=\mathbf R/\epsilon$ in the transverse equation and divide by $\epsilon$:

$$\left[-\epsilon\nabla_R^2-\frac{\sin\theta}{R}\right]\varphi=-\varphi .$$

Here $\epsilon$ plays the part of $\hbar^2$, so phase-space counting gives the leading behaviour as $\epsilon\to0$. At each point the allowed wave vectors fill a disc of area $\pi(\sin\theta/r-\epsilon)$. Dividing by $(2\pi)^2$,

$$N(\epsilon)\simeq\frac1{4\pi}\int_0^\pi d\theta\int_0^{\sin\theta/\epsilon}(\sin\theta-\epsilon r)\,dr
=\frac1{4\pi}\int_0^\pi\frac{\sin^2\theta}{2\epsilon}d\theta=\frac1{16\epsilon}.$$

The $N$th level thus lies near $\epsilon=1/(16N)$ for large $N$. The levels crowd toward the edge as $1/N$. The two-dimensional Coulomb levels, $\epsilon=1/(2n-1)^2$ for the potential $-1/r$, follow the same power when every state is counted: shell $n$ holds $2n-1$ states, so the count $N$ grows as $n^2$.

## (f) The numbers

**Question.** Turn the transverse equation into a matrix problem and obtain the lowest levels.

**Solution.** Let $\chi$ be the angle from $+y$, so that $\sin\theta=\cos\chi$. In this part only, $m=0,1,2,\dots$ is the angular number, not the mass. Use functions $f\cos m\chi$ and $f\sin m\chi$ with

$$f=r^me^{-\alpha r}L(t),\qquad L=L_n^{(2m)}(t),\qquad t=2\alpha r .$$

Writing $f=r^mg$ turns the radial Laplacian into $r^m[g''+(2m+1)g'/r]$. Inserting $g=e^{-\alpha r}L$ gives

$$(\nabla^2-\alpha^2)f=r^me^{-\alpha r}\frac{4\alpha^2}{t}\left[tL''+(2m+1-t)L'-\left(m+\tfrac12\right)L\right],$$

where primes on $L$ mean $d/dt$. Laguerre's equation replaces the first two terms by $-nL$. Since $4\alpha^2/t=2\alpha/r$,

$$(-\nabla^2+\alpha^2)f=\frac{\alpha(2n+2m+1)}{r}f .$$

Expanding $\varphi=\sum_jc_jf_j$, with the angular factors included in $f_j$, and projecting on $f_i$ gives

$$\sum_j\left\langle f_i\left|\frac{\alpha(2n_j+2m_j+1)-\cos\chi}{r}\right|f_j\right\rangle c_j=(E+\alpha^2)\sum_j\langle f_i|f_j\rangle c_j .$$

With 36 radial functions for each $m\le20$, the five lowest levels are $\epsilon=0.138$, $0.041$, $0.023$, $0.020$ and $0.013$. The kinetic energy of the lowest state is $0.1375$ against $\epsilon_0=0.1377$, as the balance in (b) demands. The trial function of (c) captures about 60 % of the binding.

For levels $N=5$, $10$ and $20$, the quantity $1/(16\epsilon)$ is $4.97$, $9.83$ and $19.05$. At $N=20$ the leading law is therefore 5 % off in the count.

## (g) A Lomer dislocation in silicon

**Question.** Evaluate the scalar model for a line along $[110]$ with Burgers vector $\tfrac{a_0}{2}[1\bar10]$ and $y$ along $[001]$. Use the rough values $a_0=0.543$ nm, $\nu=0.22$, $a=4.0$ eV and $m=0.258\,m_e$. Where does the model stop being useful?

**Solution.** The Burgers vector has length $b=0.543/\sqrt2=0.384$ nm. Then

$$p=\frac{4.0\times0.384\times0.56}{2\pi\times0.78}=0.1755\ \text{eV nm}.$$

With $\hbar^2/2m=0.1475$ eV nm², the units are $\ell=0.1475/0.1755=0.84$ nm and $E_u=0.1755^2/0.1475=0.209$ eV. The lowest band edges lie at

$$E_0=-0.1377\times208.8=-28.7\ \text{meV},\qquad E_1=-8.6\ \text{meV}.$$

An independent solution on a spatial mesh gives $-28.8$ and $-8.6$ meV. The electron's mean distance from the line is 3.3 nm, nearly nine Burgers vectors, and its mean position is 2.6 nm into the compressed side. At that mean distance the dilatation is at most 1.3 %. These figures support the use of an effective mass and linear elasticity for most of the orbit.

**Core.** Replacing $V$ by $-py/(r^2+b^2)$ raises the lowest level by 4.7 meV, or 16 % of its binding. This measures sensitivity to the core region; it does not describe core bonding, which may add deep states.

**Temperature.** The binding is $28.7/6.64=4.3$ times $k_BT$ at 77 K but only 1.1 times at 300 K. At room temperature the lowest band is not well separated from the continuum.

**Charge.** With two spins, electrons fill the first band up to the second edge at the line density

$$\lambda=\frac{2}{\pi}\sqrt{\frac{E_1-E_0}{\hbar^2/2m}}=0.235\ \text{nm}^{-1}.$$

A line with $\lambda$ electrons per length has the field $e\lambda/(2\pi\varepsilon_0\varepsilon_rr)$. The repulsion energy is thus $e^2\lambda/(2\pi\varepsilon_0\varepsilon_r)$ times a logarithm of distances. For $\varepsilon_r=11.7$ the prefactor is 58 meV at this filling, twice the binding. Such filling cannot be described by the one-electron bands. At $0.01$ nm⁻¹ the prefactor is 2.5 meV, less than a tenth of the binding, and the transverse states are a reasonable start. The motion along the line is not that of independent electrons even then: its Fermi energy $(\hbar^2/2m)(\pi\lambda/2)^2$ is only about 0.04 meV, far below the repulsion.

**Neighbours.** At $10^8$ dislocations per cm² the spacing is about 1000 nm, where $p/r=0.175$ meV. This is the potential of a single neighbour; the sum over many randomly placed lines can be a few times larger. By the law of (e), about $208.8/(16\times0.1755)\approx74$ levels lie deeper than $0.175$ meV, which is an upper estimate of how many keep their identity. The infinite series belongs to an isolated, unscreened line.

## (h) What silicon's valleys change

**Question.** Silicon's valleys have masses $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$, and respond to strain as $V=\Xi_d\Delta+\Xi_u\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}$, where $\hat{\mathbf k}$ is the valley axis. Take roughly $\Xi_d=1$ eV and $\Xi_u=9$ eV. How far does the scalar result move?

**Solution.** Averaging over the three valley axes gives $a=\Xi_d+\Xi_u/3=4$ eV, the value used in (g). A single valley also responds to the uniaxial part of the strain, which this average removes.

For the $[001]$ valleys, $V=\Xi_d\Delta+\Xi_u\varepsilon_{yy}$, with $m_x=m_t$ and $m_y=m_l$. The other axes, such as $[100]$, lie at 45° between $x$ and $z$. As $\varepsilon_{xz}=\varepsilon_{zz}=0$, they have $V=\Xi_d\Delta+\tfrac12\Xi_u\varepsilon_{xx}$. Let $w$ be their inverse mass tensor. Completing the square,

$$w_{xx}k_x^2+2w_{xz}k_xk+w_{zz}k^2
=w_{xx}\left(k_x+\frac{w_{xz}}{w_{xx}}k\right)^2+\left(w_{zz}-\frac{w_{xz}^2}{w_{xx}}\right)k^2 .$$

A phase factor linear in $x$ removes the shift of $k_x$. The bands stay parabolic, and the transverse masses are $m_x=1/w_{xx}=2m_lm_t/(m_l+m_t)=0.315\,m_e$ and $m_y=m_t$.

Every strain component falls as $1/r$. Setting $x=x'\sqrt{m/m_x}$ and $y=y'\sqrt{m/m_y}$ makes the kinetic energy isotropic and keeps the form $G(\chi')/r'$, in the units of (b). The method of (f) applies with $-\cos\chi$ replaced by $G$.

| Valley | Masses only | Masses and full strain |
|---|---|---|
| $[001]$ | $-46.5$ meV | $-15.5$ meV |
| $[100]$ | $-26.2$ meV | $-41.3$ meV |

The middle column keeps the scalar potential of (g). The mesh solution gives $-15.5$ and $-41.4$ meV for the last column.

The trial state of (c) helps to read these numbers. Its $s$ and $p$ parts are coupled only by the first harmonic $G_1=\frac1\pi\int_0^{2\pi}G\cos\chi'\,d\chi'$. Since $G$ is odd in $y'$, the diagonal terms still vanish, and the minimum becomes $-G_1^2/12$. The scalar model has $G_1=-1$. The $[100]$ valley has $G_1=-1.208$, for which this trial energy is $-25$ meV.

In the $[001]$ valley $G_1=+0.007$: uniaxial strain and dilatation nearly cancel in this harmonic, and the $s$–$p$ trial state gains almost nothing. The true state is nevertheless bound by 15.5 meV, so higher harmonics of $G$ must supply its binding; they mix many angular components, the $p$ part among them. It is also wider, with a mean distance of 5.4 nm. The near-cancellation belongs to these parameters and would shift with $\Xi_d/\Xi_u$.

Lomer dislocations occur in relaxed epitaxial layers on silicon, mostly at the interface, where a band offset and a second material act that this bulk model leaves out. The inputs here are rough but typical in size; $\Xi_d$ is the least certain. Within this linear strain model, anisotropic masses and valley potentials move the lowest edge from $-29$ meV to $-15$ or $-41$ meV, depending on the valley. The scalar model therefore does not give a level position for silicon.

The table has a limit of its own. Shear in the plane normal to a valley axis couples the two lowest conduction bands near the zone boundary and lowers the valley at second order in strain. Close to the line this shift can match or exceed the binding found here, above all for $[001]$, and it depends strongly on the core. The table thus shows how sensitive the result is to masses and linear strain terms; it does not settle the depth or the order of the real valleys. Elastic anisotropy, coupling between valleys, the chemistry of the core and self-consistent screening are left out of all these values. The full set of computed values is in the numerical output below.

## Numbers as computed

```
INPUTS (rough silicon values)
lattice constant          0.543 nm
Burgers vector            0.384 nm
Poisson ratio             0.22
Xi_d, Xi_u                1.0, 9.0 eV
scalar potential a        4.0 eV
m_long, m_trans           0.92, 0.19 m_e
isotropic mass            0.258 m_e
relative permittivity     11.7
SCALAR MODEL
hbar^2/(2m)               0.1475 eV nm^2
strength p                0.1755 eV nm
length unit               0.840 nm
energy unit               208.8 meV
trial energy              -0.08333 units
trial energy              -17.4 meV
level 0: -0.1377 units = -28.74 meV
level 1: -0.0411 units = -8.59 meV
level 2: -0.0233 units = -4.86 meV
level 3: -0.0200 units = -4.17 meV
level 4: -0.0126 units = -2.63 meV
kinetic energy, level 0   0.1375 units
grid, even levels  -28.78, -8.60 meV
mean distance from line   3.32 nm
mean y (compressed side)  2.63 nm
dilatation size there     1.32 %
disc trial at d=60        -0.01024 units
disc threshold 4 j^2      23.13 length units
n=5: |E|=0.01259 units, 1/(16|E|)=4.97
n=10: |E|=0.00636 units, 1/(16|E|)=9.83
n=20: |E|=0.00328 units, 1/(16|E|)=19.05
EFFECTS LEFT OUT OF THE SCALAR MODEL
[001] valley, masses only -46.5 meV
[001] valley, full strain -15.48 meV
same, from the grid       -15.49 meV
its mean distance         5.41 nm
its first harmonic of G   +0.007 (scalar: -1)
tilted valley mass m_x    0.315 m_e
[100] valley, masses only -26.2 meV
[100] valley, full strain -41.27 meV
same, from the grid       -41.43 meV
its first harmonic of G   -1.208 (scalar: -1)
core softened over b      +4.67 meV
kT at 77 K, 300 K         6.64, 25.85 meV
second band fills above   0.235 electrons/nm
repulsion scale there     57.9 meV
same at 0.01 electrons/nm 2.46 meV
dislocation density       1e+08 cm^-2
dislocation spacing       1000 nm
neighbour potential       0.175 meV
levels deeper than that   about 74
```
